# Image-Force Lowering of a Schottky Barrier in Silicon: test program

```python
# Image-force lowering of a Schottky barrier.
# Result under test: an electron at distance x from a metal plane, in a
# semiconductor of relative permittivity eps_r and a field E, has the energy
#   U(x) = Phi_B - q E x - q^2/(16 pi eps0 eps_r x),
# whose maximum lies below Phi_B by sqrt(q^3 E/(4 pi eps0 eps_r)),
# at x_m = sqrt(q/(16 pi eps0 eps_r E)).
# Working units: energy eV, length nm, field V/nm (1 V/nm = 10 MV/cm).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import lu_factor, lu_solve
from scipy.optimize import minimize_scalar
from scipy.special import ellipkm1, expit

q, eps0, hbar, m_e = const.e, const.epsilon_0, const.hbar, const.m_e
k_eV = const.k / q


def image_coefficient(eps_r):
    """q^2/(16 pi eps0 eps_r) in eV nm."""
    return q / (16 * np.pi * eps0 * eps_r) * 1e9


def lowering_formula(field, eps_r):
    """Closed formula, evaluated in SI units; field in V/nm, result in eV."""
    return np.sqrt(q * field * 1e9 / (4 * np.pi * eps0 * eps_r))


def peak_formula(field, eps_r):
    """Distance of the maximum from the metal, nm."""
    return np.sqrt(q / (16 * np.pi * eps0 * eps_r * field * 1e9)) * 1e9


def search_peak(depth):
    """Smallest depth below Phi_B = top of the barrier."""
    res = minimize_scalar(depth, bounds=(0.05, 60.0), method="bounded",
                          options={"xatol": 1e-9, "maxiter": 1000})
    return res.x, res.fun


# ---- Test: induced charge on a grounded disc, found without any image ----
# Units here: charge 1, 1/(4 pi eps) = 1. Disc radius is 60.
n_ring = 240
edges = np.sinh(np.linspace(0, np.arcsinh(60.0), n_ring + 1))
mid = 0.5 * (edges[1:] + edges[:-1])
half = 0.5 * (edges[1:] - edges[:-1])
g, w = np.polynomial.legendre.leggauss(12)


def ring_kernel(r, s):
    """Potential at radius r in the plane, from a ring of radius s."""
    return 4 * s * ellipkm1(((r - s) / (r + s)) ** 2) / (r + s)


src = mid[:, None] + half[:, None] * g
matrix = np.sum(w * half[None, :, None]
                * ring_kernel(mid[:, None, None], src[None, :, :]), axis=2)
t01, w01 = 0.5 * (g + 1), 0.5 * w
for i in range(n_ring):  # the substitution t^2 tames the logarithm
    matrix[i, i] = sum(
        np.sum(w01 * 2 * half[i] * t01
               * ring_kernel(mid[i], mid[i] + sign * half[i] * t01 ** 2))
        for sign in (-1, 1))
factors = lu_factor(matrix)


def disc_response(d):
    """Attraction and induced potential at a unit charge at height d."""
    sigma = lu_solve(factors, -1 / np.sqrt(mid ** 2 + d ** 2))
    dist = np.sqrt(edges ** 2 + d ** 2)
    force = -2 * np.pi * d * np.sum(sigma * (1 / dist[:-1] - 1 / dist[1:]))
    potential = 2 * np.pi * np.sum(sigma * (dist[1:] - dist[:-1]))
    return force, potential


force_1, potential_1 = disc_response(1.0)
force_2, _ = disc_response(2.0)
# tolerance: finite disc and finite ring width
assert abs(force_1 - 0.25) < 2e-3
assert abs(force_2 - 0.25 / 4) < 1e-3
work = sum(wi * disc_response(2 + gi)[0] for gi, wi in zip(g, w))
assert abs(work - 0.25 * (1 - 1 / 3)) < 2e-3
assert abs(0.5 * potential_1 + 0.25) < 3e-3

# ---- Test: peak position and lowering by direct search ----
for f in (0.001, 0.01, 0.1):
    for er in (3.9, 11.7, 16.0):
        a = image_coefficient(er)
        x_num, d_num = search_peak(lambda x: f * x + a / x)
        assert abs(x_num / peak_formula(f, er) - 1) < 1e-4
        assert abs(d_num / lowering_formula(f, er) - 1) < 1e-8

# ---- Worked example ----
field = 1e7 * 1e-9            # V/nm
eps_r = 11.7
barrier = 0.7                 # eV, rough
doping = 1e16                 # cm^-3, chosen
temp = 300.0                  # K
kT = k_eV * temp
A = image_coefficient(eps_r)
x_m = peak_formula(field, eps_r)
lowering = lowering_formula(field, eps_r)
assert abs(lowering * 1e3 - 35) < 0.5
vacuum_value = lowering_formula(field, 1.0)


# ---- Test: current factor with the full Fermi-Dirac supply ----
def supply(bottom, kt):
    b = bottom / kt
    return quad(lambda y: np.log1p(np.exp(-y)), b, b + 60,
                epsabs=0, epsrel=1e-10, limit=200)[0]


factor = np.exp(lowering / kT)
factor_fd = supply(barrier - lowering, kT) / supply(barrier, kT)
assert abs(factor_fd / factor - 1) < 1e-6
kT_hot = k_eV * 400.0
factor_hot = np.exp(lowering / kT_hot)
assert abs(supply(barrier - lowering, kT_hot)
           / supply(barrier, kT_hot) / factor_hot - 1) < 1e-6

# ---- Depletion layer that produces this field ----
slope = q * doping * 1e6 / (eps0 * eps_r) * 1e-18   # V/nm^2
width = field / slope                               # nm
bending = field * width / 2                         # V
assert abs(quad(lambda x: slope * x, 0, width)[0] / bending - 1) < 1e-9
m_light, m_heavy = 0.19, 0.92                       # rough, silicon
m_dos = (m_light ** 2 * m_heavy) ** (1 / 3)
n_c = 12 * (m_dos * m_e * const.k * temp
            / (2 * np.pi * hbar ** 2)) ** 1.5 * 1e-6
fermi_depth = kT * np.log(n_c / doping)
reverse_bias = bending - (barrier - fermi_depth)
assert reverse_bias > 0

# ---- Neglected: fall of the field with depth ----
_, d_profile = search_peak(
    lambda x: field * x - slope * x ** 2 / 2 + A / x)
profile_loss = field * x_m ** 2 / (2 * width)
assert abs((lowering - d_profile) / profile_loss - 1) < 0.02

# ---- Neglected: position of the image plane ----
plane_shift = 0.1                                   # nm, rough
_, d_shift = search_peak(lambda x: field * x + A / (x + plane_shift))
plane_effect = field * plane_shift
assert abs((lowering - d_shift) / plane_effect - 1) < 1e-5

# ---- Neglected: tunnelling below and reflection above the peak ----
gt, wt = np.polynomial.legendre.leggauss(100)
angle, w_angle = gt * np.pi / 2, wt * np.pi / 2
u = np.linspace(-0.6, 0.6, 6001)                    # eV below the peak


def top_quantum(mass):
    """hbar * omega of the inverted parabola at the peak, eV."""
    stiffness = 2 * q * field * 1e9 / (x_m * 1e-9)
    return hbar * np.sqrt(stiffness / (mass * m_e)) / q


def action(depth, mass):
    """Integral of the decay constant between the turning points."""
    s = (lowering + np.atleast_1d(depth)) / field
    h = 0.5 * np.sqrt(s ** 2 - 4 * A / field)
    x = s[:, None] / 2 + h[:, None] * np.sin(angle)
    k0 = np.sqrt(2 * mass * m_e * q) / hbar * 1e-9
    return k0 * np.sqrt(field) * h ** 2 * np.sum(
        w_angle * np.cos(angle) ** 2 / np.sqrt(x), axis=1)


def thermal_average(exponent):
    """Current relative to classical passage over the peak."""
    y = expit(-exponent) * np.exp(u / kT) / kT
    return np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(u))


enhancement = {}
for mass in (m_light, m_heavy):
    quantum = top_quantum(mass)
    assert abs(action(1e-4, mass)[0] / (np.pi * 1e-4 / quantum) - 1) < 0.01
    parabola = 2 * np.pi * u / quantum
    arg = quantum / (2 * kT)
    assert abs(thermal_average(parabola) / (arg / np.sin(arg)) - 1) < 1e-3
    exponent = parabola.copy()
    below = u > 1e-9
    exponent[below] = 2 * action(u[below], mass)
    enhancement[mass] = thermal_average(exponent)
# weight of a valley: its transverse density-of-states mass
weight_light = 4 * np.sqrt(m_light * m_heavy)
weight_heavy = 2 * m_light
mean_enh = ((weight_light * enhancement[m_light]
             + weight_heavy * enhancement[m_heavy])
            / (weight_light + weight_heavy))
tunnel_equiv = kT * np.log(mean_enh)

# ---- Neglected: phonon backscattering before the peak ----
free_path = 7.0                                     # nm, rough
pass_fraction = np.exp(-x_m / free_path)
scatter_equiv = -kT * np.log(pass_fraction)
for effect in (profile_loss, plane_effect, tunnel_equiv, scatter_equiv):
    assert 0 < effect < lowering / 2

breakdown = 0.4                                     # MV/cm, rough
lattice = 0.54                                      # nm, rough
assert field * 10 < breakdown and doping < 0.01 * n_c

print("INPUTS")
print(f"field: {field * 10:.2f} MV/cm = {field * 1e9:.1e} V/m")
print(f"relative permittivity: {eps_r}")
print(f"barrier without image force (rough): {barrier:.2f} eV")
print(f"doping (chosen): {doping:.1e} cm^-3")
print(f"temperature: {temp:.0f} K, kT: {kT * 1e3:.2f} meV")
print("IMAGE FORCE FROM INDUCED CHARGE (unit q^2/(4 pi eps x^2))")
print(f"numerical attraction: {force_1:.5f} (image result 0.25)")
print(f"numerical energy: {0.5 * potential_1:.5f} q^2/(4 pi eps x)")
print("MAIN RESULT")
print(f"q^2/(16 pi eps0 eps_r): {A * 1e3:.3f} meV nm")
print(f"peak distance x_m: {x_m:.3f} nm")
print(f"field term q E x_m: {field * x_m * 1e3:.2f} meV")
print(f"image term at x_m: {A / x_m * 1e3:.2f} meV")
print(f"barrier lowering: {lowering * 1e3:.2f} meV")
print(f"lowered barrier: {barrier - lowering:.3f} eV")
print(f"slip, vacuum permittivity: {vacuum_value * 1e3:.1f} meV")
print(f"current factor at 300 K: {factor:.2f}")
print(f"current factor at 400 K: {factor_hot:.2f}")
print("DEPLETION LAYER")
print(f"width W: {width:.0f} nm")
print(f"band bending: {bending:.2f} V")
print(f"band edge above Fermi level in bulk: {fermi_depth:.3f} eV")
print(f"reverse bias: {reverse_bias:.2f} V")
print("NEGLECTED EFFECTS")
print(f"fall of field with depth: -{profile_loss * 1e3:.3f} meV")
print(f"image plane moved {plane_shift} nm: {plane_effect * 1e3:.2f} meV")
print(f"rough masses, light and heavy: {m_light}, {m_heavy} m_e")
print(f"tunnelling factor, light mass: {enhancement[m_light]:.3f}")
print(f"tunnelling factor, heavy mass: {enhancement[m_heavy]:.3f}")
print(f"tunnelling factor, valley average: {mean_enh:.3f}")
print(f"same as extra lowering of: {tunnel_equiv * 1e3:.1f} meV")
print(f"phonon mean free path (rough): {free_path:.0f} nm")
print(f"fraction reaching peak unscattered: {pass_fraction:.2f}")
print(f"same as loss of lowering of: {scatter_equiv * 1e3:.1f} meV")
print(f"effective density of states: {n_c:.2e} cm^-3")
print(f"doping / density of states: {doping / n_c:.1e}")
print(f"breakdown field (rough): {breakdown} MV/cm")
print(f"field / breakdown field: {field * 10 / breakdown:.2f}")
print(f"x_m / lattice constant (rough {lattice} nm): {x_m / lattice:.1f}")
print("every check passed")
```

Output:

```
INPUTS
field: 0.10 MV/cm = 1.0e+07 V/m
relative permittivity: 11.7
barrier without image force (rough): 0.70 eV
doping (chosen): 1.0e+16 cm^-3
temperature: 300 K, kT: 25.85 meV
IMAGE FORCE FROM INDUCED CHARGE (unit q^2/(4 pi eps x^2))
numerical attraction: 0.25000 (image result 0.25)
numerical energy: -0.25000 q^2/(4 pi eps x)
MAIN RESULT
q^2/(16 pi eps0 eps_r): 30.768 meV nm
peak distance x_m: 1.754 nm
field term q E x_m: 17.54 meV
image term at x_m: 17.54 meV
barrier lowering: 35.08 meV
lowered barrier: 0.665 eV
slip, vacuum permittivity: 120.0 meV
current factor at 300 K: 3.88
current factor at 400 K: 2.77
DEPLETION LAYER
width W: 647 nm
band bending: 3.23 V
band edge above Fermi level in bulk: 0.205 eV
reverse bias: 2.74 V
NEGLECTED EFFECTS
fall of field with depth: -0.024 meV
image plane moved 0.1 nm: 1.00 meV
rough masses, light and heavy: 0.19, 0.92 m_e
tunnelling factor, light mass: 1.239
tunnelling factor, heavy mass: 1.049
tunnelling factor, valley average: 1.204
same as extra lowering of: 4.8 meV
phonon mean free path (rough): 7 nm
fraction reaching peak unscattered: 0.78
same as loss of lowering of: 6.5 meV
effective density of states: 2.74e+19 cm^-3
doping / density of states: 3.6e-04
breakdown field (rough): 0.4 MV/cm
field / breakdown field: 0.25
x_m / lattice constant (rough 0.54 nm): 3.2
every check passed
```
